# Three-Phonon Absorption and Emission Rates from Cubic Lattice Anharmonicity

## Definitions and conventions

A periodic crystal has \(N\) cells at positions \(\mathbf R\), with one atom of mass \(m\) per cell. A mode \(\lambda=(\mathbf q,\nu)\) has angular frequency \(\omega_\lambda\) and real unit polarization \(\mathbf e_\lambda\), and \(-\lambda\) means \((-\mathbf q,\nu)\), with the same frequency and polarization. With \([a_\lambda,a^\dagger_{\lambda'}]=\delta_{\lambda\lambda'}\), the displacement is

\[
\mathbf u(\mathbf R)=\sum_\lambda\sqrt{\frac{\hbar}{2Nm\omega_\lambda}}\;\mathbf e_\lambda e^{i\mathbf q\cdot\mathbf R}A_\lambda,\qquad A_\lambda=a_\lambda+a^\dagger_{-\lambda}.
\]

The mode under study carries no prime: \(\omega\), \(n\). Its partners carry \(\omega',n'\) and \(\omega'',n''\). A bar marks the equilibrium occupation \(\bar n=1/(e^{\hbar\omega/k_BT}-1)\). The partners stay in equilibrium, so their bars are dropped where no confusion arises. \(\mathbf G\) is any reciprocal-lattice vector, zero included.

The result to be derived, to lowest order in the cubic energy, is \(dn/dt=-(n-\bar n)/\tau\) with

\[
\frac1\tau=\frac{2\pi}{\hbar}\sum_{\lambda'\lambda''}\Big[|V_a|^2(n'-n'')\,\delta(\hbar\omega+\hbar\omega'-\hbar\omega'')+\tfrac12|V_e|^2(1+n'+n'')\,\delta(\hbar\omega-\hbar\omega'-\hbar\omega'')\Big].\tag{1}
\]

The first term is absorption of a partner, \(\lambda+\lambda'\to\lambda''\), with \(\mathbf q+\mathbf q'=\mathbf q''+\mathbf G\). The second is emission of a pair, \(\lambda\to\lambda'+\lambda''\), with \(\mathbf q=\mathbf q'+\mathbf q''+\mathbf G\). Crystal momentum is thus conserved modulo \(\mathbf G\).

## The cubic coupling

Both derivations need the matrix elements. Let the atoms interact through central bonds \(\phi(x)\) at their rest length \(r\), where \(\phi'(r)=0\). For a bond vector \(\mathbf x=x\mathbf n\), \(\partial_b n_a=(\delta_{ab}-n_an_b)/x\), so

\[
\partial_a\partial_b\phi=\phi''n_an_b+\frac{\phi'}{x}(\delta_{ab}-n_an_b).
\]

One more derivative, with \(\phi'=0\) set afterwards, gives

\[
\psi_{abc}=\phi'''n_an_bn_c+\frac{\phi''}{r}\big[(\delta_{ac}-n_an_c)n_b+(\delta_{bc}-n_bn_c)n_a+(\delta_{ab}-n_an_b)n_c\big].
\]

The first two terms in the bracket come from differentiating \(n_an_b\), the third from differentiating \(\phi'\). The cubic energy is

\[
H_3=\frac1{3!}\sum_{\mathbf R,\boldsymbol\delta}\psi_{abc}\,d_ad_bd_c,\qquad \mathbf d=\mathbf u(\mathbf R+\boldsymbol\delta)-\mathbf u(\mathbf R),
\]

with repeated indices summed and each bond \(\boldsymbol\delta\) counted once. A plane wave \(\mathbf e_je^{i\mathbf q_j\cdot\mathbf R}\) stretches a bond by \(\mathbf e_j(e^{i\mathbf q_j\cdot\boldsymbol\delta}-1)e^{i\mathbf q_j\cdot\mathbf R}\). The product of three waves leaves the cell sum

\[
\sum_{\mathbf R}e^{i(\mathbf q_1+\mathbf q_2+\mathbf q_3)\cdot\mathbf R}=N\ \text{if }\mathbf q_1+\mathbf q_2+\mathbf q_3=\mathbf G,\quad 0\text{ otherwise}.
\]

This is the origin of the momentum rule: translation by a lattice vector is a symmetry, and it cannot distinguish \(\mathbf q\) from \(\mathbf q+\mathbf G\). Three normalization factors give \(N^{-3/2}\), the cell sum gives \(N\), and therefore

\[
H_3=\frac1{3!}\sum_{123}V(1,2,3)A_1A_2A_3,\qquad
V=\frac{1}{\sqrt N}\Big(\frac{\hbar}{2m}\Big)^{3/2}\frac{T}{\sqrt{\omega_1\omega_2\omega_3}},
\]
\[
T=\sum_{\boldsymbol\delta}\psi_{abc}\,e_{1a}e_{2b}e_{3c}\prod_{j=1}^3\big(e^{i\mathbf q_j\cdot\boldsymbol\delta}-1\big),
\]

for triples allowed by the momentum rule. \(V\) is symmetric in its arguments.

Now collect the terms in which one \(a_\lambda\) appears. For absorption we need \(a_\lambda a_{\lambda'}a^\dagger_{\lambda''}\), and \(a^\dagger_{\lambda''}\) sits in \(A_{-\lambda''}\). The three factors can be placed in \(3!\) orders, which cancels \(1/3!\). For emission, \(a_\lambda\) can stand in three places while the sum runs over ordered pairs, so \(3/3!=\tfrac12\) remains:

\[
H_3\supset\sum_{\lambda'\lambda''}V_a\,a_\lambda a_{\lambda'}a^\dagger_{\lambda''}+\tfrac12\sum_{\lambda'\lambda''}V_e\,a_\lambda a^\dagger_{\lambda'}a^\dagger_{\lambda''}+\text{h.c.},\tag{2}
\]

with \(V_a=V(\lambda,\lambda',-\lambda'')\) and \(V_e=V(\lambda,-\lambda',-\lambda'')\). The case \(\lambda'=\lambda\) in absorption is one term among order \(N\) and is dropped.

The amplitude was tested against third differences of the full Morse energy of a \(3\times3\times3\) fcc supercell, with the bond parameters of the example below. The wave vectors, in fractions of the primitive reciprocal vectors, were \((1,0,1)/3\), \((1,1,0)/3\) and \((1,2,2)/3\), which add up to a nonzero \(\mathbf G\). The test vectors in place of \(\mathbf e_j\) were \((0.8,0.5,-0.3)\), \((0.2,-0.7,0.6)\) and \((-0.4,0.3,0.9)\). Energy differences and formula both give \(|T|=4.0997\times10^{10}\) N/m². Replacing the third wave vector by \((1,1,2)/3\) breaks the rule, and the result drops to about 6 N/m², which is numerical residue.

## First derivation: golden rule and counting of quanta

**Transition rate.** Start in a number state \(i\). To first order, the amplitude of a state \(f\) with matrix element \(M\) and energy mismatch \(\hbar\Omega=E_f-E_i\) is

\[
c_f=-\frac{i}{\hbar}M\int_0^te^{i\Omega t'}dt',\qquad |c_f|^2=\frac{|M|^2}{\hbar^2}\,\frac{4\sin^2(\Omega t/2)}{\Omega^2}.
\]

The last fraction has area \(2\pi t\) in \(\Omega\) and width of order \(1/t\). If the final states are dense and \(|M|^2\) times their density is smooth over that width, it acts as \(2\pi t\,\delta(\Omega)=2\pi t\hbar\,\delta(\hbar\Omega)\). Dividing by \(t\) gives the rate \((2\pi/\hbar)|M|^2\delta(E_f-E_i)\).

Energy conservation is therefore a long-time statement. The time must be long enough to resolve the structure of the final-state spectrum, yet short compared with \(\tau\) and with \(2\pi\) divided by the spacing of the final frequencies.

A diagonalization tests the rate and the energy selection. With \(\hbar=1\), one level at energy 0 was coupled to 801 equally spaced levels from \(-2\) to 2, with squared couplings proportional to \(1+0.25E\) and scaled so that the golden rule predicts a rate of 0.05. The survival probability between \(t=20\) and \(t=60\) decays exponentially at 1.006 times that rate. This window runs from \(\tau\) to \(3\tau\), beyond the first-order formula, so it also shows that for a smooth band the same rate keeps acting on the surviving population. With the level moved to energy 3, outside the band, its survival at \(t=60\) is 0.985: it finds no state of matching energy and does not decay away.

**Bose factors.** From \(a|n\rangle=\sqrt n|n-1\rangle\) and \(a^\dagger|n\rangle=\sqrt{n+1}|n+1\rangle\), the squared matrix elements are

\[
|M_a|^2=|V_a|^2\,n\,n'(n''+1),\qquad |M_e|^2=|V_e|^2\,n(n'+1)(n''+1).
\]

These are the one-way factors. A quantum that is destroyed contributes its occupation, and one that is created contributes the occupation plus one, the "plus one" being spontaneous emission. The reverse processes carry \((n+1)(n'+1)n''\) and \((n+1)n'n''\). For statistically independent modes, averages of these products are products of averages, so \(n,n',n''\) may now denote means. The net loss factor for absorption is

\[
nn'(n''+1)-(n+1)(n'+1)n''=n(n'-n'')-n''(n'+1).
\]

At equilibrium it vanishes: \(\bar n/(\bar n+1)=e^{-\hbar\omega/k_BT}\), and \(\omega''=\omega+\omega'\) makes the forward and reverse products equal. Hence \(n''(n'+1)=\bar n(n'-n'')\), and the factor equals \((n-\bar n)(n'-n'')\). For emission,

\[
n(n'+1)(n''+1)-(n+1)n'n''=n(1+n'+n'')-n'n''=(n-\bar n)(1+n'+n''),
\]

by the same argument with \(\omega=\omega'+\omega''\). Neither step required \(n-\bar n\) to be small; it required the partners to stay in equilibrium.

**Double counting.** The sum over \(\lambda',\lambda''\) meets each pair of distinct emitted modes twice, which the factor \(\tfrac12\) in (1) repairs. If both quanta enter one mode, (2) has the coefficient \(\tfrac12V_e\), and \(|M|^2=\tfrac14|V_e|^2n(n'+1)(n'+2)\). A thermal distribution has \(\langle n'^2\rangle=2\bar n'^2+\bar n'\), so

\[
\langle(n'+1)(n'+2)\rangle=2(\bar n'+1)^2,\qquad\langle n'(n'-1)\rangle=2\bar n'^2 .
\]

The prefactor becomes \(\tfrac12|V_e|^2\), which is what (1) assigns to this term. Summing both channels gives (1).

Explicit sums over number states test these factors. For three modes of energy 1.0, 1.3 and 2.3 in units of \(k_BT\), the occupations are 0.5820, 0.3746 and 0.1114. Per unit excess, the sum gives 0.2632 for the first mode, equal to \(0.3746-0.1114\). For the third it gives 1.9566, equal to \(1+0.5820+0.3746\).

## Second derivation: decay of a vibration amplitude

Now give the mode a small coherent amplitude \(\langle a_\lambda\rangle\) and follow its equation of motion. No transition probability is used. From (2), \(i\hbar\dot a_\lambda=[a_\lambda,H]\) gives

\[
i\hbar\dot a_\lambda=\hbar\omega a_\lambda+\sum V_a^*B+\tfrac12\sum V_e^*C,\qquad B=a^\dagger_{\lambda'}a_{\lambda''},\quad C=a_{\lambda'}a_{\lambda''}.
\]

The amplitude drives the pair operators in turn. With number operators \(\hat n\), the commutators needed are

\[
[a^\dagger_{\lambda'}a_{\lambda''},\,a_{\lambda'}a^\dagger_{\lambda''}]=\hat n'(\hat n''+1)-(\hat n'+1)\hat n''=\hat n'-\hat n'',
\]
\[
[a_{\lambda'}a_{\lambda''},\,a^\dagger_{\lambda'}a^\dagger_{\lambda''}]=(\hat n'+1)(\hat n''+1)-\hat n'\hat n''=1+\hat n'+\hat n''.
\]

The two net Bose factors appear at once, as commutators. Take averages, replace \(\langle\hat n'a_\lambda\rangle\) by \(n'\langle a_\lambda\rangle\), and keep the terms that return to the same mode \(\lambda\):

\[
i\hbar\langle\dot B\rangle=\hbar(\omega''-\omega')\langle B\rangle+V_a(n'-n'')\langle a_\lambda\rangle,
\]
\[
i\hbar\langle\dot C\rangle=\hbar(\omega'+\omega'')\langle C\rangle+V_e(1+n'+n'')\langle a_\lambda\rangle.
\]

In the second line the two orderings of the pair cancel the \(\tfrac12\) of (2). For equal modes, \([a^2,a^{\dagger2}]=4\hat n+2\) times \(\tfrac12\) gives the same form.

With \(\langle B\rangle=0\) at the start, the solution is

\[
\langle B\rangle=-\frac i\hbar V_a(n'-n'')\int_0^te^{-i(\omega''-\omega')s}\langle a_\lambda(t-s)\rangle ds,
\]

and similarly for \(C\). Writing \(\langle a_\lambda\rangle=\alpha(t)e^{-i\omega t}\) and inserting both,

\[
\dot\alpha=-\frac1{\hbar^2}\sum\int_0^t\!ds\,\Big[|V_a|^2(n'-n'')e^{i(\omega+\omega'-\omega'')s}+\tfrac12|V_e|^2(1+n'+n'')e^{i(\omega-\omega'-\omega'')s}\Big]\alpha(t-s).\tag{3}
\]

For a dense spectrum the summed phases die out after a memory time. If \(\alpha\) hardly changes during it, \(\alpha(t-s)\to\alpha(t)\), and the upper limit may go to infinity:

\[
\int_0^\infty e^{i\Omega s}ds=\pi\delta(\Omega)+i\,\mathrm P\frac1\Omega .
\]

The imaginary part shifts the frequency. The real part gives \(d|\alpha|/dt=-|\alpha|/2\tau\) with

\[
\frac1{2\tau}=\frac{\pi}{\hbar^2}\sum\Big[|V_a|^2(n'-n'')\delta(\omega+\omega'-\omega'')+\tfrac12|V_e|^2(1+n'+n'')\delta(\omega-\omega'-\omega'')\Big].
\]

The number of quanta in the coherent motion, \(|\alpha|^2\), decays at twice the amplitude rate. Since \(\delta(\Omega)=\hbar\delta(\hbar\Omega)\), that rate is (1). The spectral line is a Lorentzian of full width \(\hbar/\tau\) in energy.

## What each derivation assumes

Both are of second order in \(V\), both need a dense, smooth spectrum of pair states, and both give (1) when the partners are in equilibrium. They differ in the rest.

The golden rule starts from number states and adds probabilities. To use its rate at all times, one assumes that phase relations built up in one time window do not influence the next. In return it gives the one-way rates, and with them a kinetic equation that holds when the partners are also out of equilibrium, provided the modes stay uncorrelated.

The amplitude method keeps phases. It assumes instead that averages factorize and that memory is short. It yields the net factors alone and cannot separate forward from reverse events. Before the short-memory step, however, equation (3) can still describe decay into a structured spectrum, where a single rate may not exist. At finite temperature this requires many weakly coupled pairs: if one pair dominates, its occupations fluctuate and the averages no longer factorize. The frequency shift contained in (3) is incomplete, because the non-resonant cubic terms omitted from (2), and the quartic energy, also contribute.

The agreement shows that, within the terms kept, loss of quanta and loss of amplitude have one cause. A further process that scrambled phase without changing \(n\) would broaden the line. It would leave the population rate nearly unchanged if the spectrum of pair states is smooth across the broadened line; otherwise it can change that rate too.

## Temperature limits

At zero temperature all \(n\) vanish. Absorption stops, while emission keeps its "1": a phonon can split with no other phonon present, if a matching pair exists.

At high temperature, \(n\simeq k_BT/\hbar\omega-\tfrac12+\hbar\omega/12k_BT\). Using the energy condition of each channel,

\[
n'-n''\simeq\frac{k_BT\,\omega}{\hbar\omega'\omega''}(1-\epsilon),\qquad 1+n'+n''\simeq\frac{k_BT\,\omega}{\hbar\omega'\omega''}(1+\epsilon),\qquad \epsilon=\frac{\hbar^2\omega'\omega''}{12(k_BT)^2}.
\]

The classical limits coincide and grow as \(T\) at fixed force constants. The first quantum corrections have opposite signs, so on doubling \(T\) in this regime an absorption rate grows by more than 2 and an emission rate by less.

## Example: phonons in an aluminium transducer film

Such a film, here 100 nm thick, converts light pulses to heat in thermal measurements; the lifetime of a phonon mode tells how fast that mode, once disturbed, returns to the temperature of the others. The model is an fcc lattice with nearest-neighbour Morse bonds and rough, round parameters: \(m=27\) u, \(r=0.286\) nm, \(\phi''=20\) N/m and Morse exponent 15 nm⁻¹. For a Morse bond \(\phi'''=-3\times(15\ \text{nm}^{-1})\phi''=-9.0\times10^{11}\) N/m².

For computation, insert \(V\) into (1). The constants combine as \((2\pi/\hbar^2)(\hbar/2)^3=\pi\hbar/4\), and \(1/N\) turns the sum over \(\mathbf q'\) into a zone average:

\[
\frac1\tau=\frac{\pi\hbar}{4m^3}\Big\langle\sum_{\nu'\nu''}\frac{|T|^2}{\omega\omega'\omega''}\,F\,\delta(\Delta\omega)\Big\rangle_{\mathbf q'},
\]

summed over both channels, with \(F=n'-n''\) or \(\tfrac12(1+n'+n'')\). The three modes at \(\mathbf q=(2\pi/a)(0.4,0.4,0)\), \(a=0.4045\) nm, have at 300 K:

| Mode | THz | Absorption (1/ps) | Emission (1/ps) | \(\tau\) (ps) |
|---|---|---|---|---|
| T[1-10] | 3.95 | 0.40 | 0.00 | 2.5 |
| T[001] | 5.59 | 0.11 | 0.04 | 6.8 |
| L[110] | 7.52 | 0.00 | 0.42 | 2.4 |

For T[001] the sum is \(0.11+0.04=0.15\) ps⁻¹. The inverse of the unrounded sum is 6.8 ps, the full linewidth is 0.10 meV, and with a group speed of 3.5 km/s the decay length is 24 nm. This length follows from population relaxation and is not a transport mean free path, which would also weigh how far each collision degrades the heat current.

The delta function was evaluated by locating sign changes of \(\Delta\omega\) on a \(48^3\) mesh. Replacing it by a Gaussian of standard deviation 0.2 THz changes the three totals by \(-4\), \(+8\) and \(+6\) % of the tabulated values, so the second digit is uncertain. The mesh is not fully converged either: about \(10^6\) points per zone with a narrow Gaussian give totals near 0.39, 0.155 and 0.43 ps⁻¹. The T[001] rate is then 6 % above the unrounded value behind the table, its lifetime about 6.4 ps and its decay length about 22 nm, while the other two rates move by less than 3 %.

The entries 0.00 mean that the mesh shows no contribution at the printed precision: the slow transverse mode decays by absorption, the longitudinal one by emission. This is a finding for these modes and this model, not a general law. It makes the temperature limits visible. Between 300 and 600 K the rate grows by 2.12 for T[1-10] and by 1.96 for L[110], on the expected sides of 2. At zero temperature L[110] retains 0.12 ps⁻¹ and T[001] 0.007 ps⁻¹.

The ratio \(1/\omega\tau\) is at most 0.016 for these modes at 300 K, so each vibrates many times before it decays.

## The model beside real aluminium

The mass and bond length are those of aluminium to the digits given. The model's bulk modulus, 66 GPa, is somewhat below the real value of roughly 75 GPa. Its shear modulus \(C_{44}=\phi''/(\sqrt2\,r)\), 49 GPa, is far above the real value of roughly 28 GPa, so long transverse waves polarized along [001] travel about a third too fast. The frequencies, and the rates that depend on matching them, therefore belong to the model and are not predictions for aluminium. Long-range and many-body metallic forces are absent, and their effect on the rates is not sized here.

The neglect of electrons is a further clear failure. Let \(D\) be the density of states per spin and atom at the Fermi level, and \(S=\sum_{\mathbf k}|g|^2\delta(\varepsilon_{\mathbf k}-\varepsilon_F)\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_F)\), with \(g\) the electron-phonon matrix element. The golden rule with two spins, for \(\hbar\omega\) far below the Fermi energy, gives a damping rate \(4\pi\omega S\). The dimensionless coupling is \(\Lambda=(2/D)\langle\sum_\nu S/\hbar\omega\rangle_{\mathbf q}\). If \(S/\omega\) is the same for all modes, \(\Lambda=6S/(D\hbar\omega)\), and

\[
\frac1{\tau_{ep}}=\frac{2\pi}{3}\hbar D\Lambda\,\omega^2 .
\]

A free-electron \(D=0.193\) eV⁻¹ and a rough \(\Lambda=0.4\) give 0.07, 0.13 and 0.24 ps⁻¹ in the order of the table. The equal sharing of \(S/\omega\) is the weakest input. Without umklapp, free electrons couple to a wave through \(\mathbf q\cdot\mathbf e\), which vanishes for transverse modes, so the true rates can differ strongly from mode to mode. The first figure may be several times too high and the last too low. The estimate shows that electrons can matter beside anharmonic decay, but it does not settle the rate of any single mode. A crude boundary rate, speed over thickness, adds 0.02 to 0.03 ps⁻¹. If the rates add and these figures are taken as they stand, the T[001] lifetime falls from 6.8 to \(1/(0.15+0.13+0.03)=3.2\) ps, and that of L[110] from 2.4 to about 1.5 ps. By the same crude estimate, grains much smaller than the film thickness would shorten them further if their boundaries scatter phonons strongly.

Two further lattice effects are left out of the table and only estimated. Zero-point and thermal expansion at 300 K increases the volume of the model by about 2 % and lowers the three frequencies by 2.6 to 4.3 % to first order in the expansion; minimizing the full quasi-harmonic free energy gives 2.7 to 4.5 %. A rate can move by more than the frequencies do: at the expanded volume the T[1-10] rate is about a tenth lower, the T[001] rate about 5 % lower, and the L[110] rate almost unchanged. The root-mean-square bond stretch is 10.6 pm, at which the quartic bond energy is 0.09 of the cubic one. This compares the energies of one bond at one stretch. It gives no four-phonon rate, which also depends on larger stretches, sideways motion and the number of allowed processes. The remaining values are in the numerical output.

## Calculated quantities

```
mass 27 u; bond 0.286 nm; a 0.4045 nm
bond stiffness 20 N/m; Morse exponent 15 1/nm
third derivative of bond energy -9.000e+11 N/m^2
reduced wave vector zeta 0.4 along [110]; mesh 48^3
supercell |T| allowed, sum = G: direct 4.09973e+10, formula 4.09973e+10 N/m^2
supercell |T| forbidden triple: 6.4e+00 N/m^2
number-state test occupations n: 0.5820 0.3746 0.1114
absorption factor: state sum 0.26320, n1-n2 0.26320
emission factor: state sum 1.95661, 1+n1+n2 1.95661
equal-mode emission: state sum 0.99896, (1+2n)/2 0.99896
diagonalized decay rate / golden rule 1.0059
survival of level outside the continuum 0.9848
T[1-10]: frequency 3.952 THz, energy 16.34 meV, n(300 K) 1.134
  0 K: absorption 0.0000, emission 0.0000, total 0.0000 1/ps
  77 K: absorption 0.0419, emission 0.0000, total 0.0419 1/ps
  300 K: absorption 0.3998, emission 0.0000, total 0.3998 1/ps
  600 K: absorption 0.8477, emission 0.0000, total 0.8477 1/ps
  300 K: lifetime 2.501 ps, full width 0.263 meV, 1/(w tau) 0.0161
  speed 2443 m/s, mean free path 6.11 nm, rate ratio 600 K/300 K 2.120
  Gaussian-delta total at 300 K 0.3819 1/ps
  neglected: electron-phonon 0.0655 1/ps, film boundary 0.0244 1/ps
  Gruneisen 1.209, expansion shift -2.59 % of frequency
T[001]: frequency 5.588 THz, energy 23.11 meV, n(300 K) 0.692
  0 K: absorption 0.0000, emission 0.0070, total 0.0070 1/ps
  77 K: absorption 0.0155, emission 0.0119, total 0.0274 1/ps
  300 K: absorption 0.1067, emission 0.0396, total 0.1463 1/ps
  600 K: absorption 0.2215, emission 0.0784, total 0.2999 1/ps
  300 K: lifetime 6.837 ps, full width 0.096 meV, 1/(w tau) 0.0042
  speed 3456 m/s, mean free path 23.63 nm, rate ratio 600 K/300 K 2.051
  Gaussian-delta total at 300 K 0.1580 1/ps
  neglected: electron-phonon 0.1309 1/ps, film boundary 0.0346 1/ps
  Gruneisen 1.760, expansion shift -3.78 % of frequency
L[110]: frequency 7.516 THz, energy 31.09 meV, n(300 K) 0.430
  0 K: absorption 0.0000, emission 0.1185, total 0.1185 1/ps
  77 K: absorption 0.0000, emission 0.1476, total 0.1476 1/ps
  300 K: absorption 0.0000, emission 0.4221, total 0.4221 1/ps
  600 K: absorption 0.0000, emission 0.8266, total 0.8266 1/ps
  300 K: lifetime 2.369 ps, full width 0.278 meV, 1/(w tau) 0.0089
  speed 2872 m/s, mean free path 6.80 nm, rate ratio 600 K/300 K 1.958
  Gaussian-delta total at 300 K 0.4491 1/ps
  neglected: electron-phonon 0.2369 1/ps, film boundary 0.0287 1/ps
  Gruneisen 2.007, expansion shift -4.31 % of frequency
film thickness 100 nm; electron-phonon coupling 0.4
Fermi energy 11.68 eV; states per eV, spin, atom 0.193
bulk modulus 65.9 GPa; volume dilation at 300 K 2.15 %
rms bond stretch at 300 K 10.64 pm
quartic/cubic bond energy at that stretch 0.093, squared 0.0087
```
